# How the anomalous moment changes P-state hyperfine constants

## Two shifts in the ratio −10

An electron in the 2p state of a Coulomb field with $Z=1$ is coupled to a nucleus of spin 1/2 and nuclear g factor 5. When the electron's anomalous magnetic moment is switched on, the hyperfine constant of P1/2 rises by $1.273\times10^{-10}$ eV and that of P3/2 falls by $1.273\times10^{-11}$ eV. One shift is minus ten times the other. As fractions of the constants they are $+5.81\times10^{-4}$ and $-2.90\times10^{-4}$, although the electron's spin moment has grown by $1.161\times10^{-3}$ in both states.

With $a$ the fractional increase of the spin moment, the fractions are $a/2$ and $-a/4$. The one-loop value $a=\alpha/2\pi$ turns them into

$$\frac{\delta A_{1/2}}{A_{1/2}}=+\frac14\frac{\alpha}{\pi},\qquad \frac{\delta A_{3/2}}{A_{3/2}}=-\frac18\frac{\alpha}{\pi}. \tag{1}$$

These are fractional changes relative to $g=2$. The constant $A_j$ is defined by the first-order interaction $A_j\,\mathbf I\cdot\mathbf J$ within one level $j$. The result holds for a single p electron, to leading order in $Z\alpha$, with a point nucleus held at rest.

## What the anomaly multiplies

In this part and the next, $\hbar=c=1$, $e^2=4\pi\alpha$, and the metric is $(+,-,-,-)$. An electron scattered from momentum $p$ to $p'=p+q$ by an external field has the vertex

$$\Gamma^\mu=F_1\gamma^\mu+F_2\frac{i\sigma^{\mu\nu}q_\nu}{2m},\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu].$$

Atomic momenta are of order $Z\alpha m$, so to leading order both functions are taken at $q^2=0$. There $F_1(0)=1$, because this number is the electron's charge in units of the measured charge. The other number is $F_2(0)=a$.

For slow electrons $u(p)\simeq\sqrt{2m}\,(\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/2m)$. With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,

$$\bar u'\gamma^iu=\chi'^\dagger[\sigma_i\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\,\sigma_i]\chi=\chi'^\dagger[(\mathbf p+\mathbf p')_i-i(\mathbf q\times\boldsymbol\sigma)_i]\chi .$$

In the second term of the vertex, $\sigma^{ij}=\epsilon_{ijk}\Sigma_k$ and the lowered component is $q_j=-q^j$. Between upper components it gives $-i(\mathbf q\times\boldsymbol\sigma)_i$ once more, multiplied by $F_2$. The current is therefore

$$(\mathbf p+\mathbf p')-i(1+a)\,\mathbf q\times\boldsymbol\sigma .$$

The charge is negative, so the coupling energy is this current times $+e\mathbf A/2m$. A field component $\mathbf A\,e^{i\mathbf q\cdot\mathbf r}$ has $\mathbf B=i\mathbf q\times\mathbf A$, and $-i(\mathbf q\times\boldsymbol\sigma)\cdot\mathbf A=\boldsymbol\sigma\cdot\mathbf B$. With $\mathbf S=\boldsymbol\sigma/2$,

$$H_{\rm int}=\frac{e}{2m}\left[\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p+2(1+a)\,\mathbf S\cdot\mathbf B\right]. \tag{2}$$

The orbital coupling is fixed by the charge and stays as it was. The spin coupling is multiplied by $1+a$.

## The one-loop value of $a$

One virtual photon across the vertex gives, with $k'=k+q$,

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{N^\mu}{(k-p)^2(k'^2-m^2)(k^2-m^2)},\quad N^\mu=\gamma^\nu(\slashed k'+m)\gamma^\mu(\slashed k+m)\gamma_\nu .$$

The three denominators combine through

$$\frac1{D_1D_2D_3}=\int_0^1\!dx\,dy\,dz\,\delta(1-x-y-z)\frac{2}{D^3},$$

where $D=x(k^2-m^2)+y(k'^2-m^2)+z(k-p)^2$. Completing the square with $l=k+yq-zp$ gives $D=l^2-\Delta$. At $q^2=0$, $\Delta=z^2m^2-zm^2+(1-z)m^2=(1-z)^2m^2$.

Contracting the outer matrices gives

$$N^\mu=-2\slashed k\gamma^\mu\slashed k'+4m(k+k')^\mu-2m^2\gamma^\mu .$$

Terms odd in $l$ integrate to zero. The term quadratic in $l$ is proportional to $\gamma^\mu$ and belongs to $F_1$, whose value at $q^2=0$ is already fixed. For the rest set $k=zp-yq$.

**First term.** The Dirac equation gives $\bar u'\slashed k=\bar u'[zm-(1-x)\slashed q]$ and $\slashed k'u=[zm+(1-y)\slashed q]u$. The denominator is symmetric under $x\leftrightarrow y$, so $1-x$ and $1-y$ may both be replaced by their mean $(1+z)/2$ in the terms linear in $q$:

$$\slashed k\gamma^\mu\slashed k'\to\tfrac12z(1+z)m\,[\gamma^\mu,\slashed q]+(\ldots)\gamma^\mu=-z(1+z)m\,i\sigma^{\mu\nu}q_\nu+(\ldots)\gamma^\mu .$$

The term quadratic in $q$ contains $\slashed q\gamma^\mu\slashed q=2q^\mu\slashed q-q^2\gamma^\mu$. Since $\bar u'\slashed qu=0$, it too is proportional to $\gamma^\mu$.

**Second term.** The same averaging gives $4m(k+k')^\mu\to4mz(p+p')^\mu$. From $\bar u'(\slashed p'\gamma^\mu+\gamma^\mu\slashed p)u=2m\bar u'\gamma^\mu u$ and $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$ it follows that

$$\bar u'(p+p')^\mu u=\bar u'[2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu]u .$$

The coefficient of $i\sigma^{\mu\nu}q_\nu$ in $N^\mu$ is thus $2mz(1+z)-4mz=-2mz(1-z)$. Relative to $i\sigma^{\mu\nu}q_\nu/2m$ it is $-4m^2z(1-z)$. A fit with explicit Dirac matrices at three values of $z$ confirms this coefficient.

Rotating $l^0=il^0_E$ gives

$$\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}=-i\,\frac{2\pi^2}{(2\pi)^4}\int_0^\infty\!\frac{l^3dl}{(l^2+\Delta)^3}=-\frac{i}{32\pi^2\Delta}.$$

The integral over $x$ and $y$ at fixed $z$ contributes a length $1-z$. Therefore

$$a=(-ie^2)(2)\left(\frac{-i}{32\pi^2}\right)\int_0^1\!dz\,(1-z)\frac{-4z(1-z)}{(1-z)^2}=\frac{e^2}{4\pi^2}\int_0^1\!z\,dz=\frac{\alpha}{2\pi}.$$

Numerically, $0.0072974/(2\pi)=0.0011614$.

## The hyperfine operator

From here on atomic units are used: electron mass 1, electron charge $-1$, $\mu_0/4\pi=\alpha^2$. The nuclear moment is $\boldsymbol\mu=g_N\mathbf I/2m_p$, where $m_p$ is the proton mass that enters the nuclear magneton. Its vector potential is

$$\mathbf A=\alpha^2\frac{\boldsymbol\mu\times\mathbf r}{r^3},\qquad \nabla\cdot\mathbf A=-\alpha^2\boldsymbol\mu\cdot\nabla\times\frac{\mathbf r}{r^3}=0 .$$

Hence $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and the orbital part of (2) is $\mathbf A\cdot\mathbf p=\alpha^2\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)/r^3=\alpha^2\boldsymbol\mu\cdot\mathbf L/r^3$. The term in $\mathbf A^2$ is of second order in $\boldsymbol\mu$ and is dropped. The field is

$$\mathbf B=\alpha^2\left[\boldsymbol\mu\,\nabla\cdot\frac{\mathbf r}{r^3}-(\boldsymbol\mu\cdot\nabla)\frac{\mathbf r}{r^3}\right]=\alpha^2\left[\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu}{r^3}+\frac{8\pi}{3}\boldsymbol\mu\,\delta(\mathbf r)\right].$$

The divergence supplies $4\pi\delta(\mathbf r)$. The isotropic part of the second derivative term removes one third of it, which leaves $8\pi/3$. Together,

$$H_{\rm hfs}=\alpha^2\boldsymbol\mu\cdot\left[\frac{\mathbf L+(1+a)\mathbf T}{r^3}+(1+a)\frac{8\pi}{3}\mathbf S\,\delta(\mathbf r)\right],\quad \mathbf T=3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf S)-\mathbf S . \tag{3}$$

The vector $\mathbf T$ is the spin-dipolar part.

The contact term vanishes in a p state. To see how, spread the nuclear moment uniformly through a sphere of radius $R$, inside which the field is $2\alpha^2\boldsymbol\mu/R^3$. The 2p radial density for $Z=1$ is $r^4e^{-r}/24$, so the interior contributes in proportion to

$$\frac{2}{R^3}\int_0^R\frac{r^4}{24}dr=\frac{R^2}{60},$$

which goes to zero with $R$. For $R=10^{-5}$ Å it is $1.4\times10^{-10}$ of $\langle r^{-3}\rangle$.

In an s state the density at the centre is finite, and the same integral tends to $(8\pi/3)|\psi(0)|^2$. There $\mathbf L$ and the angular mean of $\mathbf T$ vanish, so the whole constant comes from the contact term and grows by the full fraction $a$. A p state behaves differently because part of its hyperfine field is orbital.

## Projection on J

Within the states of one $j$, every vector operator is proportional to $\mathbf J$. With $\mathbf N=\mathbf L+(1+a)\mathbf T$, taking the scalar product with $\mathbf J$ fixes the factor:

$$A_j=C\,\frac{\langle\mathbf N\cdot\mathbf J\rangle}{j(j+1)},\qquad C=\frac{\alpha^2g_N}{2m_p}\langle r^{-3}\rangle .$$

Three short products are needed.

- $\mathbf L\cdot\mathbf J=\mathbf L^2+\mathbf L\cdot\mathbf S$.
- $\mathbf T\cdot\mathbf L=3(\hat{\mathbf r}\cdot\mathbf S)(\hat{\mathbf r}\cdot\mathbf L)-\mathbf S\cdot\mathbf L=-\mathbf L\cdot\mathbf S$, since $\mathbf L=\mathbf r\times\mathbf p$ is perpendicular to $\mathbf r$.
- $\mathbf T\cdot\mathbf S=3(\hat{\mathbf r}\cdot\mathbf S)^2-\mathbf S^2=\tfrac34-\tfrac34=0$.

Their sum is

$$\mathbf N\cdot\mathbf J=\mathbf L^2+\mathbf L\cdot\mathbf S-(1+a)\mathbf L\cdot\mathbf S=\mathbf L^2-a\,\mathbf L\cdot\mathbf S .$$

At $g=2$ the spin-orbit products cancel and $l(l+1)$ remains. The anomaly spoils the cancellation:

$$A_j=C\,\frac{l(l+1)-a\langle\mathbf L\cdot\mathbf S\rangle}{j(j+1)},\qquad \frac{\delta A_j}{A_j}=-\frac{a\langle\mathbf L\cdot\mathbf S\rangle}{l(l+1)}. \tag{4}$$

From $\langle\mathbf L\cdot\mathbf S\rangle=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$, the P1/2 value is $-1$ and the P3/2 value is $+\tfrac12$. With $l(l+1)=2$ the fractions are $a/2$ and $-a/4$, which is (1).

## Reading the signs

At $g=2$ the product $\mathbf N\cdot\mathbf J=2$ divides as follows.

| | orbital | spin-dipolar | shares of $A$ |
|---|---|---|---|
| P1/2 | $2-1=1$ | $+1$ | $\tfrac12,\ \tfrac12$ |
| P3/2 | $2+\tfrac12=\tfrac52$ | $-\tfrac12$ | $\tfrac54,\ -\tfrac14$ |

Multiplying the second share by $1+a$ changes the total by $a/2$ or $-a/4$.

The negative share can be seen in the stretched P3/2 state, with $m_l=1$ and spin up. Its density varies as $\sin^2\theta$ and lies mostly near the equatorial plane, so $\langle\cos^2\theta\rangle=\tfrac15$. Then $\langle T_z\rangle=\tfrac12(\tfrac35-1)=-\tfrac15$, against $\langle L_z\rangle=1$. The spin moment beside the nucleus produces a field opposed to the orbital one, and a larger spin moment weakens the total. The share is $-\tfrac15/\tfrac45=-\tfrac14$, as in the table.

The absolute changes from (4) are $\tfrac43aC$ and $-\tfrac2{15}aC$. Their ratio is $-10$, which accounts for the opening numbers. The ratio of the two constants moves from 5 to

$$\frac{A_{1/2}}{A_{3/2}}=5\,\frac{1+a/2}{1-a/4}\simeq5\left(1+\tfrac34a\right)=5.0044 .$$

For a nucleus held at rest this ratio contains neither the nuclear moment nor $\langle r^{-3}\rangle$.

For general $l\ge1$, $\langle\mathbf L\cdot\mathbf S\rangle$ is $l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$. The fractional changes are $-a/[2(l+1)]$ and $+a/(2l)$. They shrink as $l$ grows, because the orbital part takes over.

## The numbers

For 2p and $Z=1$, $\langle r^{-3}\rangle=\tfrac1{24}\int_0^\infty re^{-r}dr=\tfrac1{24}$, or $0.2812$ Å$^{-3}$. With $g_N=5$,

$$C=\frac{(0.00729735)^2\times5}{2\times1836.15\times24}\times27.2114\ \text{eV}=8.221\times10^{-8}\ \text{eV}.$$

At $g=2$ the constants are

$$A_{1/2}=\tfrac83C=2.192\times10^{-7}\ \text{eV},\qquad A_{3/2}=\tfrac8{15}C=4.384\times10^{-8}\ \text{eV}.$$

The changes follow:

$$\delta A_{1/2}=5.807\times10^{-4}\times2.192\times10^{-7}\ \text{eV}=1.273\times10^{-10}\ \text{eV}\quad(30.8\ \text{kHz}),$$

$$\delta A_{3/2}=-2.904\times10^{-4}\times4.384\times10^{-8}\ \text{eV}=-1.273\times10^{-11}\ \text{eV}\quad(-3.08\ \text{kHz}).$$

## From constants to intervals

For $I=\tfrac12$ the interval between $F=j+\tfrac12$ and $F=j-\tfrac12$ is $(j+\tfrac12)A_j$ in first order. Both P levels have an $F=1$ member, and $\mathbf I\cdot\mathbf N$ mixes the two. The size of this mixing decides whether the anomaly can be read from an interval.

Take $m_j=\tfrac12$, with

$$|\tfrac12\rangle=\sqrt{\tfrac23}\,|1{\downarrow}\rangle-\sqrt{\tfrac13}\,|0{\uparrow}\rangle,\qquad |\tfrac32\rangle=\sqrt{\tfrac13}\,|1{\downarrow}\rangle+\sqrt{\tfrac23}\,|0{\uparrow}\rangle .$$

Then $\langle\tfrac12|L_z|\tfrac32\rangle=\sqrt2/3$. The elements of $T_z$ are $\tfrac15$ in $|1{\downarrow}\rangle$, $\tfrac25$ in $|0{\uparrow}\rangle$, and $-3\sqrt2/10$ between them. The last is half the integral of $3\cos\theta\sin\theta\,e^{i\phi}$ between the two spherical harmonics. So

$$\langle\tfrac12|T_z|\tfrac32\rangle=\sqrt2\left(\tfrac1{15}-\tfrac2{15}-\tfrac15+\tfrac1{10}\right)=-\frac{\sqrt2}{6},\qquad \langle\tfrac12|N_z|\tfrac32\rangle=\frac{\sqrt2}{6}(1-a).$$

Let $w$ be the element of $\mathbf I\cdot\mathbf N$ between the $F=1$ states. It is the same for all three values of $M_F$, so $3w^2$ is the sum of all squared elements between the two levels. Three equal components, two values of $m_j$ and ${\rm Tr}(I_iI_j)=\delta_{ij}/2$ give

$$3w^2=\tfrac12\times3\times2\times\frac{(1-a)^2}{18}=\frac{(1-a)^2}{6},\qquad w=\frac{\sqrt2}{6}(1-a)=0.2354 .$$

The model takes the spin-orbit term at its $g=2$ value, $\tfrac12\alpha^2\langle r^{-3}\rangle\,\mathbf L\cdot\mathbf S$, and keeps it fixed when the anomaly is switched on. Since $\langle\mathbf L\cdot\mathbf S\rangle$ differs by $\tfrac32$ between the two levels, the splitting is $\tfrac32\cdot\tfrac12\alpha^2\langle r^{-3}\rangle=4.528\times10^{-5}$ eV. The two $F=1$ levels repel by

$$\frac{(8.221\times10^{-8}\times0.2354)^2}{4.528\times10^{-5}}\ \text{eV}=8.27\times10^{-12}\ \text{eV}.$$

In P1/2 the $F=1$ level is the upper one of its pair and moves down. In P3/2 it is the lower one and moves up. Both intervals shrink by about this amount. The denominator leaves out the hyperfine energies of the two $F=1$ levels, $+\tfrac14A_{1/2}$ and $-\tfrac54A_{3/2}$, which narrow the gap by 0.24%, so the full diagonalization gives $8.29\times10^{-12}$ eV. The anomaly changes the P3/2 interval by $2\,\delta A_{3/2}=-2.55\times10^{-11}$ eV, so mixing is about a third as large and must be removed before $A_{3/2}$ is read off.

Diagonalizing all twelve 2p states, with and without the anomaly, gives changes of $1.2732\times10^{-10}$ and $-1.2720\times10^{-11}$ eV per unit of $j+\tfrac12$. They agree with the first-order changes to about 0.1% or better. The remainder arises because the repulsion carries the factor $(1-a)^2$: it weakens by $2a\times8.3\times10^{-12}=1.9\times10^{-14}$ eV, which raises each interval by that amount. This holds for the fixed splitting of the model. The anomaly also multiplies the spin-orbit term by $1+2a$ (the piece $a\alpha^2\,\mathbf S\cdot(\nabla V\times\mathbf p)$ of the next section, added to $\tfrac12\alpha^2\,\mathbf S\cdot(\nabla V\times\mathbf p)$). That weakens the repulsion by a further fraction $2a$ and would double the remainder, to about 0.15% of the first-order change for P3/2.

## Where the result stops

**Relativity.** A moment moving through the nuclear electric field feels an extra magnetic field. For the anomalous part of the moment this adds $a\alpha^2\,\mathbf S\cdot[\nabla V\times(\mathbf p+\mathbf A)]$ with $V=-Z/r$. The piece containing $\mathbf A$ is smaller than the anomalous dipolar term by about $\alpha^2Z\langle r^{-4}\rangle/\langle r^{-3}\rangle$, which is $5.3\times10^{-5}$ here and grows as $Z^2$. Angular factors multiply this estimate by $-\tfrac12$ in P1/2 and by $-2$ in P3/2. It is only one of the terms of higher order in $Z\alpha$, and not the largest. The slope of $F_1$, dropped by setting $q^2=0$, contains $(\alpha/3\pi m^2)\ln(m/\lambda)$ with an infrared scale $\lambda\sim(Z\alpha)^2m$, and it acts as $\nabla^2$ on the operator (3). For 2p it adds $-\tfrac32(\alpha/\pi)(Z\alpha)^2\ln(Z\alpha)^{-2}$ to the P1/2 fraction in (1), about $-0.3\%$ of that fraction at $Z=1$, while in P3/2 the orbital and spin parts of this logarithmic term cancel.

The $g=2$ constants also have relativistic corrections of relative order $(Z\alpha)^2$. These do not contain $a$, and for 2p they are $\tfrac{47}{24}(Z\alpha)^2$ in P1/2 and $\tfrac7{24}(Z\alpha)^2$ in P3/2. They exceed the size of the fractions in (1) from $Z=3$ and $Z=5$ respectively.

**Recoil.** A nucleus of finite mass brings corrections of the order of the electron-to-nucleus mass ratio. For a nucleus as light as a proton that ratio is about $5\times10^{-4}$. The reduced mass enters $\langle r^{-3}\rangle$ as its cube, so it alone lowers both constants by about $1.6\times10^{-3}$, more than the fractions in (1). That factor cancels in the ratio of the constants, but recoil also acts on the orbital part alone: for $Z=1$ and a nucleus of proton mass the nuclear spin-orbit term multiplies $\mathbf L$ in (3) by $1+(g_N-1)/(g_Nm_p)$, which for $g_N=5$ moves the ratio from 5.0044 to 5.0027. A comparison with a real light atom has to include both.

**Other electrons.** If the p electron polarizes the spins of inner s shells, a contact part appears in $A_j$. By (3) it is also multiplied by $1+a$, and to this order

$$\frac{\delta A_j}{A_j}=a\,\frac{A_j^{\rm dip}+A_j^{\rm contact}}{A_j}.$$

The fractions $\tfrac12$ and $-\tfrac14$ return when the contact part is absent and the rest comes from a single p electron.

## Table of computed values

```
fine-structure constant alpha = 0.007297353 (no unit)
one-loop anomaly from the loop integral = 0.00116141 (no unit)
model: Z = 1, 2p electron, nuclear spin = 1/2
nuclear g factor (chosen) = 5.0 (no unit)
proton/electron mass ratio in nuclear magneton = 1836.15267 (no unit)
Hartree energy = 27.211386 eV
Bohr radius = 0.52917721 angstrom
mean r^-3 = 0.281181 angstrom^-3
hyperfine scale C = 8.220558e-08 eV
P1/2 mean L.S = -1.0000 (no unit)
P1/2 A/C at g = 2: 2.666667 (no unit)
P1/2 orbital share of A = +0.5000 (no unit)
P1/2 spin-dipolar share of A = +0.5000 (no unit)
P1/2 fractional change of A = +5.807049e-04 (no unit)
P1/2 change divided by alpha/pi = +0.250000
P1/2 A without anomaly = 2.1921488e-07 eV
P1/2 A with anomaly = 2.1934218e-07 eV
P1/2 change of A = +1.2730e-10 eV
P1/2 change of A converted = +30.781 kHz
P1/2 full interval with anomaly = 2.1933389e-07 eV
P1/2 change of A from full intervals = +1.2732e-10 eV
P3/2 mean L.S = +0.5000 (no unit)
P3/2 A/C at g = 2: 0.533333 (no unit)
P3/2 orbital share of A = +1.2500 (no unit)
P3/2 spin-dipolar share of A = -0.2500 (no unit)
P3/2 fractional change of A = -2.903524e-04 (no unit)
P3/2 change divided by alpha/pi = -0.125000
P3/2 A without anomaly = 4.3842977e-08 eV
P3/2 A with anomaly = 4.3830247e-08 eV
P3/2 change of A = -1.2730e-11 eV
P3/2 change of A converted = -3.078 kHz
P3/2 full interval with anomaly = 8.7652202e-08 eV
P3/2 change of A from full intervals = -1.2720e-11 eV
fine-structure splitting = 4.52826e-05 eV
mixing element / C = 0.235429 (no unit)
lowering of each interval by mixing = 8.272e-12 eV
nuclear radius in contact test (chosen) = 1.0e-05 angstrom
2p interior term / mean r^-3 = 1.43e-10 (no unit)
neglected spin-orbit term, relative size = 5.33e-05 (no unit)
```
